**Superexchange through a chain and the parity rule for lone pairs**

The program tests the effective coupling $V$ of two equivalent lone pairs joined by a bridge. For $N$ bridge orbitals with internal coupling $t$, end coupling $\tau$ and energy distance $D$, the leading term is $V=(\tau^2/D)(t/D)^{N-1}$, and the long-bridge factor per unit is $e^{-\kappa}$ with $2|t|\cosh\kappa=|D|$. It asserts the partitioning identity, the corner element of the bridge resolvent and its sign on random matrices, and compares the splitting formulas with full diagonalization. For $m$ sigma bonds built from hybrids, with coupling `beta` within a bond and `gamma` on one atom, it asserts $V=(-1)^{m+1}|\gamma|\,|\gamma/\beta|^m$, and, for $m=3$, the sum over eight equal paths and the level crossing caused by a direct coupling. It also asserts that parities alternate in random mirror-symmetric chains with negative couplings. The last part computes four all-anti diaminoalkanes at RHF/STO-3G and asserts that the symmetric combination lies above the antisymmetric one for odd $m$ and below it for even $m$. The output shows molecular splittings of +1.86, −1.27, +0.86 and −0.65 eV for $m=3$ to 6.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Numerical verification

```python
"""
Through-bond coupling of two equivalent lone pairs by a chain bridge.

Results under test
  Uniform bridge of N orbitals: V = (tau^2/D) (t/D)^(N-1) to leading order,
  with exact long-bridge decay exp(-kappa), 2|t| cosh(kappa) = |D|.
  Bridge of m sigma bonds: the symmetric combination S = n1+n2 lies above
  A = n1-n2 for odd m and below it for even m.
Symbols
  V     effective coupling of the lone pairs     D    E - bridge orbital energy
  t     coupling inside the uniform bridge       tau  lone pair - bridge coupling
  beta  coupling of the two hybrids of a bond    gamma coupling on one atom
  q     |gamma/beta|
Energies are in eV.
"""
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf

rng = np.random.default_rng(7)


def chain(onsite, couplings):
    return np.diag(onsite) + np.diag(couplings, 1) + np.diag(couplings, -1)


def green(energy, h_bridge):
    return np.linalg.inv(energy * np.eye(len(h_bridge)) - h_bridge)


def signed_splitting(h, lower):
    """E_S - E_A for levels lower and lower+1 of a mirror-symmetric chain."""
    values, vectors = np.linalg.eigh(h)
    level = {}
    for k in (lower, lower + 1):
        parity = vectors[:, k] @ vectors[::-1, k]
        assert abs(abs(parity) - 1) < 1e-6
        level[int(round(parity))] = values[k]
    return level[1] - level[-1]


# Partitioning: every exact eigenvalue solves the reduced 2 x 2 problem.
h = rng.normal(size=(7, 7))
h = h + h.T
for energy in np.linalg.eigvalsh(h):
    h_eff = h[:2, :2] + h[:2, 2:] @ green(energy, h[2:, 2:]) @ h[2:, :2]
    assert min(abs(np.linalg.eigvalsh(h_eff) - energy)) < 1e-8

# Corner element of the bridge resolvent, and its sign by level counting.
for trial in range(200):
    size = int(rng.integers(2, 8))
    links = rng.uniform(0.4, 1.5, size - 1) * rng.choice([-1, 1], size - 1)
    hb = chain(rng.normal(size=size), links)
    energy = rng.normal()
    levels = np.linalg.eigvalsh(hb)
    corner = green(energy, hb)[0, -1]
    assert np.isclose(corner, np.prod(links) / np.prod(energy - levels),
                      rtol=1e-7)
    above = int(np.sum(levels > energy))
    assert np.sign(corner) == np.sign(np.prod(links)) * (-1) ** above

# Uniform bridge.
a, e_b, t, tau = 0.0, -4.0, -1.0, -0.8
gap = a - e_b
kappa = np.arccosh(abs(gap) / (2 * abs(t)))


def mcconnell(n, d=gap, coupling=t):
    return tau**2 / d * (coupling / d) ** (n - 1)


def closed_form(n):
    return (tau**2 * np.sign(t) ** (n - 1) * np.sinh(kappa)
            / (abs(t) * np.sinh((n + 1) * kappa)))


def uniform_bridge(n, coupling=t):
    return chain(np.full(n, e_b), np.full(n - 1, coupling))


print("UNIFORM BRIDGE (eV)")
print(f"a = {a:.1f}, e_b = {e_b:.1f}, t = {t:.1f}, tau = {tau:.1f}")
print(f"|t/D| = {abs(t / gap):.4f}")
print(f"kappa = {kappa:.4f}, exp(-kappa) = {np.exp(-kappa):.4f}")
print("N  V McConnell  V exact at a  2V*/(1-Sig')  E_S-E_A diag")
for n in range(1, 7):
    hb = uniform_bridge(n)
    v_exact = tau**2 * green(a, hb)[0, -1]
    assert np.isclose(v_exact, closed_form(n), rtol=1e-9)
    e_star = brentq(lambda e: a + tau**2 * green(e, hb)[0, 0] - e,
                    -1.0, 2.0, xtol=1e-13)
    g = green(e_star, hb)
    v_star = tau**2 * g[0, -1]
    slope = -tau**2 * np.sum(g[0] ** 2)
    predicted = 2 * v_star / (1 - slope)
    full = chain(np.r_[a, np.full(n, e_b), a],
                 np.r_[tau, np.full(n - 1, t), tau])
    split = signed_splitting(full, n)
    # The neglected terms are of third order in V.
    assert abs(split / predicted - 1) < 4 * n**2 * (v_star / gap) ** 2 + 1e-8
    assert np.sign(split) == (-1) ** (n + 1)
    print(f"{n}  {mcconnell(n):+.3e}   {v_exact:+.3e}    "
          f"{predicted:+.4e}   {split:+.4e}")
for n in (6, 20):
    print(f"V exact / V McConnell, N = {n}: "
          f"{closed_form(n) / mcconnell(n):.3f}")

# First correction to the leading term, in the weak-coupling limit.
weak = 0.01 * gap
for n in (2, 4, 6):
    ratio = (tau**2 * green(a, uniform_bridge(n, weak))[0, -1]
             / mcconnell(n, gap, weak))
    assert np.isclose(ratio - 1, (n - 1) * (weak / gap) ** 2, rtol=2e-3)

# Long-bridge decay per unit, from the inverted matrices.
decay = abs(green(a, uniform_bridge(13))[0, -1]
            / green(a, uniform_bridge(12))[0, -1])
root = (abs(gap) - np.sqrt(gap**2 - 4 * t**2)) / (2 * abs(t))
assert np.isclose(decay, root, rtol=1e-7)
assert np.isclose(decay, np.exp(-kappa), rtol=1e-7)
print(f"|V(13)/V(12)| from matrices = {decay:.4f}")

# Sigma bonds built from sp3 hybrids; gamma follows from the s-p gap.
s_minus_p = -8.0
hybrid_1 = np.array([1, 1, 1, 1]) / 2
hybrid_2 = np.array([1, 1, -1, -1]) / 2
gamma = hybrid_1 @ np.diag([s_minus_p, 0, 0, 0]) @ hybrid_2
assert np.isclose(gamma, s_minus_p / 4)
beta = -6.0
q = abs(gamma / beta)


def sigma_chain(m):
    links = np.array([gamma] + [beta, gamma] * m)
    return chain(np.zeros(2 * m + 2), links)


print("SIGMA-BOND CHAIN (eV)")
print(f"e_s-e_p = {s_minus_p:.1f}, gamma = {gamma:.1f}, "
      f"beta = {beta:.1f}, q = {q:.4f}")
print("m  V at a       E_S-E_A formula  E_S-E_A diag  upper")
for m in range(1, 7):
    full = sigma_chain(m)
    g = green(0.0, full[1:-1, 1:-1])
    v = gamma**2 * g[0, -1]
    assert np.isclose(v, (-1) ** (m + 1) * abs(gamma) * q**m, rtol=1e-9)
    assert abs(g[0, 0]) < 1e-12
    norm = 1 + gamma**2 * np.sum(g[0] ** 2)
    assert np.isclose(norm, (1 - q ** (2 * m + 2)) / (1 - q**2))
    formula = 2 * v * (1 - q**2) / (1 - q ** (2 * m + 2))
    split = signed_splitting(full, m)
    assert abs(split / formula - 1) < 2 * m * (v / beta) ** 2 + 1e-9
    assert np.sign(split) == (-1) ** (m + 1)
    print(f"{m}  {v:+.4e}  {formula:+.4e}      {split:+.4e}   "
          f"{'S' if split > 0 else 'A'}")

# Sum over forward paths through bonding and antibonding bond orbitals.
m = 3
full = sigma_chain(m)
to_bonds = np.eye(2 * m + 2)
for bond in range(m):
    i = 1 + 2 * bond
    to_bonds[i:i + 2, i:i + 2] = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
h_bonds = to_bonds.T @ full @ to_bonds
paths = []
for choice in itertools.product((0, 1), repeat=m):
    stops = [0] + [1 + 2 * j + c for j, c in enumerate(choice)] + [2 * m + 1]
    product = np.prod([h_bonds[i, j] for i, j in zip(stops, stops[1:])])
    paths.append(product / np.prod([-h_bonds[i, i] for i in stops[1:-1]]))
v3 = gamma**2 * green(0.0, full[1:-1, 1:-1])[0, -1]
assert np.allclose(paths, paths[0], rtol=1e-9)
assert np.isclose(sum(paths), v3, rtol=1e-9)
print(f"m = 3: {len(paths)} paths of {paths[0]:+.5f} eV, "
      f"sum {sum(paths):+.5f} eV")

# Direct coupling w: exact crossing at w = -V, reversed order beyond it.
direct = full.copy()
direct[0, -1] = direct[-1, 0] = -v3
assert np.max(np.abs(np.linalg.eigvalsh(direct)[m:m + 2])) < 1e-10
direct[0, -1] = direct[-1, 0] = -2 * v3
reversed_split = signed_splitting(direct, m)
assert reversed_split < 0
print(f"m = 3: S and A cross at w = {-v3:+.5f} eV")
print(f"m = 3: E_S-E_A at w = {-2 * v3:+.5f} eV: {reversed_split:+.5f} eV")

# Parity alternates in any mirror-symmetric chain with negative couplings.
for trial in range(100):
    size = int(rng.integers(3, 9))
    onsite = rng.uniform(-1, 1, size)
    links = -rng.uniform(0.5, 2, size - 1)
    mirror = chain((onsite + onsite[::-1]) / 2, (links + links[::-1]) / 2)
    vectors = np.linalg.eigh(mirror)[1]
    parities = np.sum(vectors * vectors[::-1], axis=0)
    assert np.allclose(parities, (-1.0) ** np.arange(size), atol=1e-6)

# Real molecules: all-anti diaminoalkanes, lone pairs continuing the zigzag.
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10


def direction(i):
    return np.array([np.sqrt(2 / 3), 0, (-1) ** abs(i) * np.sqrt(1 / 3)])


def diamine(k):
    """Signed splitting, the two orbital energies and their N weights."""
    bonds = k + 1
    heavy = [np.zeros(3)]
    for i in range(bonds):
        length = 1.47 if i in (0, bonds - 1) else 1.54
        heavy.append(heavy[-1] + length * direction(i))
    atoms = []
    for i, position in enumerate(heavy):
        symbol, length = ("N", 1.01) if i in (0, bonds) else ("C", 1.09)
        atoms.append((symbol, position))
        inward = (direction(i) - direction(i - 1)) / 2
        for side in (-1, 1):
            out = np.array([0, side * np.sqrt(2 / 3), 0])
            atoms.append(("H", position + length * (out - inward)))
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    points = np.array([heavy[0] - 0.8 * direction(-1),
                       heavy[-1] + 0.8 * direction(bonds)]) / bohr
    ao = mol.eval_gto("GTOval_sph", points)
    s_values, s_vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
    s_half = (s_vectors * np.sqrt(s_values)) @ s_vectors.T
    on_n = np.array([label[1] == "N" for label in mol.ao_labels(fmt=None)])
    homo = mol.nelectron // 2 - 1
    level, weight = {}, {}
    for orbital in (homo - 1, homo):
        left, right = ao @ mf.mo_coeff[:, orbital]
        assert abs(abs(left / right) - 1) < 1e-3
        parity = int(np.sign(left * right))
        level[parity] = mf.mo_energy[orbital] * hartree
        weight[parity] = np.sum((s_half @ mf.mo_coeff[:, orbital])[on_n] ** 2)
    assert set(level) == {1, -1}
    return level[1] - level[-1], level, weight


print("H2N-(CH2)k-NH2, all anti, RHF/STO-3G (eV)")
print("k  m  E_S      E_A      E_S-E_A  N weight S, A")
molecular = {}
for k in range(2, 6):
    split, level, weight = diamine(k)
    m = k + 1
    molecular[m] = split
    print(f"{k}  {m}  {level[1]:.4f}  {level[-1]:.4f}  {split:+.4f}  "
          f"{weight[1]:.2f}, {weight[-1]:.2f}")
    assert np.sign(split) == (-1) ** (m + 1)
    assert min(weight.values()) > 0.4
for m in (3, 4):
    factor = np.sqrt(abs(molecular[m + 2] / molecular[m]))
    assert factor < 1
    print(f"mean factor per bond, m = {m} to {m + 2}: {factor:.3f}")

print("all tests passed")
```

Printed output:

```
UNIFORM BRIDGE (eV)
a = 0.0, e_b = -4.0, t = -1.0, tau = -0.8
|t/D| = 0.2500
kappa = 1.3170, exp(-kappa) = 0.2679
N  V McConnell  V exact at a  2V*/(1-Sig')  E_S-E_A diag
1  +1.600e-01   +1.600e-01    +2.9711e-01   +2.9783e-01
2  -4.000e-02   -4.267e-02    -7.5073e-02   -7.5119e-02
3  +1.000e-02   +1.143e-02    +1.9186e-02   +1.9187e-02
4  -2.500e-03   -3.062e-03    -4.9089e-03   -4.9090e-03
5  +6.250e-04   +8.205e-04    +1.2561e-03   +1.2562e-03
6  -1.563e-04   -2.199e-04    -3.2144e-04   -3.2144e-04
V exact / V McConnell, N = 6: 1.407
V exact / V McConnell, N = 20: 3.714
|V(13)/V(12)| from matrices = 0.2679
SIGMA-BOND CHAIN (eV)
e_s-e_p = -8.0, gamma = -2.0, beta = -6.0, q = 0.3333
m  V at a       E_S-E_A formula  E_S-E_A diag  upper
1  +6.6667e-01  +1.2000e+00      +1.2111e+00   S
2  -2.2222e-01  -3.9560e-01      -3.9646e-01   A
3  +7.4074e-02  +1.3171e-01      +1.3176e-01   S
4  -2.4691e-02  -4.3896e-02      -4.3899e-02   A
5  +8.2305e-03  +1.4632e-02      +1.4632e-02   S
6  -2.7435e-03  -4.8773e-03      -4.8773e-03   A
m = 3: 8 paths of +0.00926 eV, sum +0.07407 eV
m = 3: S and A cross at w = -0.07407 eV
m = 3: E_S-E_A at w = -0.14815 eV: -0.13165 eV
H2N-(CH2)k-NH2, all anti, RHF/STO-3G (eV)
k  m  E_S      E_A      E_S-E_A  N weight S, A
2  3  -7.8119  -9.6698  +1.8579  0.80, 0.94
3  4  -9.1643  -7.8934  -1.2710  0.88, 0.77
4  5  -7.9651  -8.8274  +0.8623  0.73, 0.87
5  6  -8.6434  -7.9968  -0.6466  0.85, 0.71
mean factor per bond, m = 3 to 5: 0.681
mean factor per bond, m = 4 to 6: 0.713
all tests passed
```
